# Gap of monolayer MoS2 at K in the nearest-neighbour three-band model: test program

```python
"""
Result under test: in the nearest-neighbour three-band model of monolayer MoS2
the direct gap at K is
    e1 - e2 - 3 t0 + 1.5 (t11 + t22) + 3 sqrt(3) t12   (about 1.66 eV).
Basis order: d_z2, d_xy, d_x2-y2 on each Mo site, orthonormal, without spin.
e1, e2: on-site energies; t0, t1, t2, t11, t12, t22: hopping constants to the
neighbour at (a, 0). All energies in eV, lengths in nm.
The Bloch matrix is summed over six neighbours whose hopping matrices follow
from orbital rotations found by quadrature; closed formulas are then compared
with its eigenvalues. Neglected effects are sized at the end.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

names = ["e1", "e2", "t0", "t1", "t2", "t11", "t12", "t22"]
params = np.array([1.046, 2.104, -0.184, 0.401, 0.507, 0.218, 0.338, 0.057])
a = 0.3190
root3 = np.sqrt(3.0)

# Azimuthal parts of the orbitals and the matrices of symmetry operations
phi = np.arange(64) * 2 * np.pi / 64


def azimuthal(angle):
    return np.array([np.ones_like(angle) / np.sqrt(2 * np.pi),
                     np.sin(2 * angle) / np.sqrt(np.pi),
                     np.cos(2 * angle) / np.sqrt(np.pi)])


def operation_matrix(source_angle):
    """Overlap of each orbital with each transformed orbital."""
    return azimuthal(phi) @ azimuthal(source_angle).T * (2 * np.pi / 64)


def rotation(theta):
    return operation_matrix(phi - theta)


turn_angles = [0.0, 2 * np.pi / 3, 4 * np.pi / 3]
turns = [rotation(theta) for theta in turn_angles]
mirror = operation_matrix(np.pi - phi)


def first_hopping(p):
    _, _, t0, t1, t2, t11, t12, t22 = p
    return np.array([[t0, t1, t2], [-t1, t11, t12], [t2, -t12, t22]])


def bloch(k, p):
    """Bloch matrix for wavevectors k of shape (..., 2) in 1/nm."""
    k = np.asarray(k, dtype=float)
    h = np.zeros(k.shape[:-1] + (3, 3), dtype=complex)
    h += np.diag([p[0], p[1], p[1]])
    for theta, d in zip(turn_angles, turns):
        hop = d @ first_hopping(p) @ d.T
        site = a * np.array([np.cos(theta), np.sin(theta)])
        phase = np.exp(1j * (k @ site))[..., None, None]
        h += phase * hop + np.conj(phase) * hop.T
    return h


def gamma_levels(p):
    e1, e2, t0, _, _, t11, _, t22 = p
    pair = e2 + 3 * (t11 + t22)
    return np.array([e1 + 6 * t0, pair, pair])


def k_levels(p):
    """Order: L_z = +2 level, d_z2 level, L_z = -2 level."""
    e1, e2, t0, _, _, t11, t12, t22 = p
    centre = e2 - 1.5 * (t11 + t22)
    return np.array([centre - 3 * root3 * t12, e1 - 3 * t0,
                     centre + 3 * root3 * t12])


gamma_point = np.zeros(2)
k_point = np.array([4 * np.pi / (3 * a), 0.0])

# Rotation formula against quadrature at an arbitrary angle
c, s = np.cos(2 * 0.37), np.sin(2 * 0.37)
assert np.allclose(rotation(0.37), [[1, 0, 0], [0, c, s], [0, -s, c]], atol=1e-12)

# Mirror plus hermiticity must leave six constants, in the form used here
constraint = []
for index in range(9):
    unit = np.zeros(9)
    unit[index] = 1
    unit = unit.reshape(3, 3)
    constraint.append((mirror @ unit @ mirror.T - unit.T).ravel())
free_constants = 9 - np.linalg.matrix_rank(np.array(constraint), tol=1e-9)
assert free_constants == 6
hop1 = first_hopping(params)
assert np.allclose(mirror @ hop1 @ mirror.T, hop1.T, atol=1e-12)

# Sum over the three turned hopping matrices
turned_sum = sum(d @ hop1 @ d.T for d in turns)
t0, t11, t12, t22 = params[[2, 5, 6, 7]]
mean3 = 1.5 * (t11 + t22)
assert np.allclose(turned_sum, [[3 * t0, 0, 0], [0, mean3, 3 * t12],
                                [0, -3 * t12, mean3]], atol=1e-12)

# Closed level formulas against diagonalization, also for random parameters
rng = np.random.default_rng(4)
for p in [params] + [rng.normal(size=8) for _ in range(20)]:
    for point, formula in ((gamma_point, gamma_levels), (k_point, k_levels)):
        assert np.allclose(np.linalg.eigvalsh(bloch(point, p)),
                           np.sort(formula(p)), atol=1e-10)

levels_gamma = np.linalg.eigvalsh(bloch(gamma_point, params))
levels_k, states_k = np.linalg.eigh(bloch(k_point, params))
gap_k = levels_k[1] - levels_k[0]
e1, e2 = params[:2]
gap_formula = e1 - e2 - 3 * t0 + mean3 + 3 * root3 * t12
assert abs(gap_k - gap_formula) < 1e-10
assert abs(gap_k - 1.66) < 0.005
assert np.allclose(levels_k, k_levels(params), atol=1e-10)

# Orbital character: L_z is i times the angular derivative of the rotation
step = 1e-4
l_z = 1j * (rotation(step) - rotation(-step)) / (2 * step)
valence, conduction = states_k[:, 0], states_k[:, 1]
lz_valence = np.vdot(valence, l_z @ valence).real
dz2_weight = abs(conduction[0]) ** 2
expected_state = np.array([0, 1j, 1]) / np.sqrt(2)
assert abs(lz_valence - 2) < 1e-6
assert abs(abs(np.vdot(expected_state, valence)) - 1) < 1e-10
assert abs(dz2_weight - 1) < 1e-10

# Band edges over the complete zone; the grid contains Gamma, K and K'
n_grid = 120
b1 = 2 * np.pi / a * np.array([1, -1 / root3])
b2 = 2 * np.pi / a * np.array([0, 2 / root3])
i, j = np.meshgrid(np.arange(n_grid), np.arange(n_grid), indexing="ij")
mesh = (i[..., None] * b1 + j[..., None] * b2) / n_grid
bands = np.linalg.eigvalsh(bloch(mesh, params))
top = np.unravel_index(np.argmax(bands[..., 0]), i.shape)
bottom = np.unravel_index(np.argmin(bands[..., 1]), i.shape)
valleys = [(n_grid // 3, 2 * n_grid // 3), (2 * n_grid // 3, n_grid // 3)]
assert tuple(map(int, top)) == (0, 0)
assert tuple(map(int, bottom)) in valleys
smallest_gap = bands[..., 1].min() - bands[..., 0].max()
smallest_direct = (bands[..., 1] - bands[..., 0]).min()
assert abs(smallest_direct - gap_k) < 1e-9
offset = levels_gamma[0] - levels_k[0]
assert abs(gap_k - smallest_gap - offset) < 1e-9

# Every parameter moved by half a unit of its last printed digit
gaps, offsets = [], []
for signs in product([-1, 1], repeat=8):
    shifted = params + 0.0005 * np.array(signs)
    at_k = np.linalg.eigvalsh(bloch(k_point, shifted))
    at_gamma = np.linalg.eigvalsh(bloch(gamma_point, shifted))
    gaps.append(at_k[1] - at_k[0])
    offsets.append(at_gamma[0] - at_k[0])
assert min(offsets) < 0 < max(offsets)

# Spin-orbit coupling with a rough strength
soc = 0.07
spin_levels = [np.linalg.eigvalsh(bloch(k_point, params) + 0.5 * soc * spin * l_z)
               for spin in (1, -1)]
splitting = spin_levels[0][0] - spin_levels[1][0]
gap_soc = min(x[1] for x in spin_levels) - max(x[0] for x in spin_levels)
assert abs(splitting - 2 * soc) < 1e-6
assert abs(gap_soc - (gap_k - soc)) < 1e-6

# Effective masses at K from second differences along x and y
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
dk = 2e-3 / a
masses = []
for direction in np.eye(2):
    plus = np.linalg.eigvalsh(bloch(k_point + dk * direction, params))
    minus = np.linalg.eigvalsh(bloch(k_point - dk * direction, params))
    masses.append(2 * kinetic / ((plus + minus - 2 * levels_k) / dk**2))
masses = np.array(masses)
assert np.allclose(masses[0, :2], masses[1, :2], rtol=1e-3)
mass_e, mass_h = masses[0, 1], -masses[0, 0]
assert mass_e > 0 and mass_h > 0
reduced = mass_e * mass_h / (mass_e + mass_h)

# Electron-hole binding: trial state exp(-r/b), screened sheet interaction
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def pair_energy(b, screening):
    integral = quad(lambda x: (1 + x * x) ** -1.5 / (1 + 2 * screening * x / b),
                    0, np.inf)[0]
    return kinetic / (reduced * b**2) - coulomb * 2 / b * integral


def best_pair(screening):
    return minimize_scalar(pair_energy, bounds=(0.02, 10), args=(screening,),
                           method="bounded", options={"xatol": 1e-9})


# Without screening the two-dimensional hydrogen ground level must appear
rydberg = const.value("Rydberg constant times hc in eV")
assert abs(best_pair(0.0).fun / (-4 * rydberg * reduced) - 1) < 1e-5
screening_length = 4.0
pair = best_pair(screening_length)
assert pair.fun < 0
thermal = const.k * 300 / const.e

print(f"lattice constant a = {a:.4f} nm")
for name, value in zip(names, params):
    print(f"{name} = {value:.3f} eV")
print(f"free hopping constants = {free_constants}")
print(f"turned sum, d_z2 entry = {turned_sum[0, 0]:.4f} eV")
print(f"turned sum, other diagonal = {turned_sum[1, 1]:.4f} eV")
print(f"turned sum, off-diagonal = {turned_sum[1, 2]:.4f} eV")
print(f"K coupling 3 sqrt(3) t12 = {3 * root3 * t12:.4f} eV")
print(f"K centre of the pair = {e2 - mean3:.4f} eV")
for number in range(3):
    print(f"Gamma level {number + 1} = {levels_gamma[number]:.4f} eV")
for number in range(3):
    print(f"K level {number + 1} = {levels_k[number]:.4f} eV")
print(f"L_z of K valence state = {lz_valence:.3f} hbar")
print(f"d_z2 weight of K conduction state = {dz2_weight:.3f}")
print(f"direct gap at Gamma = {levels_gamma[1] - levels_gamma[0]:.4f} eV")
print(f"direct gap at K = {gap_k:.4f} eV")
print(f"smallest direct gap in zone = {smallest_direct:.4f} eV")
print(f"smallest gap, Gamma to K = {smallest_gap:.4f} eV")
print(f"Gamma minus K valence level = {1e3 * offset:.2f} meV")
print(f"rounding range of K gap: {min(gaps):.4f} to {max(gaps):.4f} eV")
print(f"rounding range of offset: {1e3 * min(offsets):.2f}"
      f" to {1e3 * max(offsets):.2f} meV")
print(f"rough spin-orbit strength = {soc:.2f} eV")
print(f"K valence spin splitting = {splitting:.2f} eV")
print(f"K gap with spin-orbit coupling = {gap_soc:.2f} eV")
print(f"electron mass at K = {mass_e:.3f} m0")
print(f"hole mass at K = {mass_h:.3f} m0")
print(f"reduced mass = {reduced:.3f} m0")
print(f"rough screening length = {screening_length:.1f} nm")
print(f"trial radius b = {pair.x:.2f} nm")
print(f"electron-hole binding, estimate = {-pair.fun:.2f} eV")
print(f"thermal energy at 300 K = {1e3 * thermal:.1f} meV")
print("PASS")
```

Printed output:

```
lattice constant a = 0.3190 nm
e1 = 1.046 eV
e2 = 2.104 eV
t0 = -0.184 eV
t1 = 0.401 eV
t2 = 0.507 eV
t11 = 0.218 eV
t12 = 0.338 eV
t22 = 0.057 eV
free hopping constants = 6
turned sum, d_z2 entry = -0.5520 eV
turned sum, other diagonal = 0.4125 eV
turned sum, off-diagonal = 1.0140 eV
K coupling 3 sqrt(3) t12 = 1.7563 eV
K centre of the pair = 1.6915 eV
Gamma level 1 = -0.0580 eV
Gamma level 2 = 2.9290 eV
Gamma level 3 = 2.9290 eV
K level 1 = -0.0648 eV
K level 2 = 1.5980 eV
K level 3 = 3.4478 eV
L_z of K valence state = 2.000 hbar
d_z2 weight of K conduction state = 1.000
direct gap at Gamma = 2.9870 eV
direct gap at K = 1.6628 eV
smallest direct gap in zone = 1.6628 eV
smallest gap, Gamma to K = 1.6560 eV
Gamma minus K valence level = 6.80 meV
rounding range of K gap: 1.6562 to 1.6694 eV
rounding range of offset: -1.30 to 14.90 meV
rough spin-orbit strength = 0.07 eV
K valence spin splitting = 0.14 eV
K gap with spin-orbit coupling = 1.59 eV
electron mass at K = 0.451 m0
hole mass at K = 0.649 m0
reduced mass = 0.266 m0
rough screening length = 4.0 nm
trial radius b = 0.98 nm
electron-hole binding, estimate = 0.57 eV
thermal energy at 300 K = 25.9 meV
PASS
```
